\section*{The temporal-coherence envelope of linear phase contrast in electron microscopy, part 1}

(Sections cited here and not found follow in the second part.)

\section{From a phase object to a damped transfer function}

Q: You say that an unsteady focus weakens fine detail in a transmission electron micrograph by a calculable factor. Before we let the focus move, what does a lens with a steady focus do?

A: It changes the phases of the diffracted beams. Let $\mathbf r$ be the position in the specimen plane, with image coordinates divided by the magnification, and let $\mathbf q$ be the spatial frequency in cycles per length. A beam $\exp(2\pi i\mathbf q\cdot\mathbf r)$ leaves the lens multiplied by $\exp[-i\chi(q)]$.

Start with defocus. A beam of wavelength $\lambda$ has total spatial frequency $1/\lambda$, so its component along the axis is $\sqrt{1/\lambda^2-q^2}$. Over a distance $f$ it gains the phase
\begin{equation}
2\pi f\sqrt{\frac1{\lambda^2}-q^2}\simeq\frac{2\pi f}{\lambda}-\pi\lambda f q^2 ,
\end{equation}
because $\lambda q\ll1$. The first term is common to all beams and drops out of the intensity. If the lens is too strong, the detector records a plane a distance $f>0$ downstream of the specimen. If it is too weak, the plane lies upstream and $f<0$, which is called underfocus. Defocus therefore contributes $\pi\lambda fq^2$ to $\chi$.

Q: And spherical aberration?

A: A group of beams near $\mathbf q$ has the phase $2\pi\mathbf q\cdot\mathbf r-\chi$. It interferes constructively where the derivative of this phase with respect to $\mathbf q$ vanishes, at $\mathbf r=\nabla\chi/(2\pi)$. For defocus this gives the displacement $f\lambda q=f\theta$, with $\theta=\lambda q$ the ray angle, as geometry requires. Spherical aberration is defined by a displacement $C_s\theta^3$, so $d\chi/dq=2\pi C_s\lambda^3q^3$. Integrating and adding the defocus term gives
\begin{equation}
\chi(q)=\pi\lambda f q^2+\frac{\pi}{2}C_s\lambda^3q^4 .
\label{eq:chi}
\end{equation}
I assume that other aberrations are negligible and that the illumination is a single plane wave along the axis.

Q: A phase shift by itself is invisible. Where does contrast come from?

A: From interference with the unscattered beam. Let a thin specimen change the phase of the wave by a real function $\varphi(\mathbf r)$ with $|\varphi|\ll1$. The wave behind it is
\begin{equation}
e^{i\varphi}\simeq1+i\varphi,\qquad
\varphi(\mathbf r)=\int\tilde\varphi(\mathbf q)e^{2\pi i\mathbf q\cdot\mathbf r}\,d^2q .
\end{equation}
After the lens it becomes
\begin{equation}
\psi(\mathbf r)=1+i\int\tilde\varphi(\mathbf q)e^{-i\chi(q)}
e^{2\pi i\mathbf q\cdot\mathbf r}\,d^2q .
\end{equation}
The intensity is $|\psi|^2$. To first order in $\varphi$ it contains the integral above and its complex conjugate:
\begin{align}
I(\mathbf r)=1&+i\int\tilde\varphi(\mathbf q)e^{-i\chi}
e^{2\pi i\mathbf q\cdot\mathbf r}\,d^2q\nonumber\\
&-i\int\tilde\varphi^*(\mathbf q)e^{i\chi}
e^{-2\pi i\mathbf q\cdot\mathbf r}\,d^2q .
\end{align}
In the second integral replace $\mathbf q$ by $-\mathbf q$. Since $\varphi$ is real, $\tilde\varphi^*(-\mathbf q)=\tilde\varphi(\mathbf q)$, and $\chi$ is even. The two integrals combine with the factor
\begin{equation}
i\left(e^{-i\chi}-e^{i\chi}\right)=i(-2i\sin\chi)=2\sin\chi ,
\end{equation}
so that
\begin{equation}
I(\mathbf r)=1+2\int\tilde\varphi(\mathbf q)\sin\chi(q)\,
e^{2\pi i\mathbf q\cdot\mathbf r}\,d^2q .
\label{eq:linear}
\end{equation}
The linear transfer function is $2\sin\chi$. A perfect lens in focus has $\chi=0$ and shows no linear contrast. A negative $\sin\chi$ makes a region of positive $\varphi$ dark.

Q: Now let the focus fluctuate. Electrons are waves, so why not average the waves first and square afterwards?

A: Because of what the detector integrates. Suppose one electron is a packet with energy amplitudes $A(E)$, and let $\psi_E$ be the image wave at energy $E$. The density integrated over the passage of the packet is
\begin{align}
\int\left|\int A(E)\psi_E(\mathbf r)e^{-iEt/\hbar}\,dE\right|^2dt
=2\pi\hbar\int|A(E)|^2|\psi_E(\mathbf r)|^2\,dE .
\end{align}
The time integral of $\exp[-i(E-E')t/\hbar]$ is $2\pi\hbar\,\delta(E-E')$, which removes the cross terms. Different energies thus add as intensities. Slow changes of lens current or high tension affect electrons arriving at different times, and their intensities add as well.

Q: Then write the focus as $f+\varepsilon$, where $\varepsilon$ has zero mean. The mean focus is still $f$. Why should anything change?

A: The sine of a fluctuating phase is not the sine of its mean. From \eqref{eq:chi}, the fluctuation adds
\begin{equation}
a\varepsilon,\qquad a=\pi\lambda q^2 ,
\end{equation}
to $\chi$. Let $p(\varepsilon)$ be the normalized focal distribution, and define
\begin{equation}
\Phi(a)=\int p(\varepsilon)e^{ia\varepsilon}\,d\varepsilon .
\end{equation}
A sine is the imaginary part of an exponential, so
\begin{align}
\langle\sin(\chi+a\varepsilon)\rangle
&=\operatorname{Im}\left[e^{i\chi}\Phi(a)\right]\nonumber\\
&=|\Phi(a)|\,\sin\left[\chi+\arg\Phi(a)\right].
\label{eq:general}
\end{align}
The modulus damps the contrast, and the argument displaces the phase. For a symmetric distribution $\Phi$ is real. Here $\chi$ is evaluated at the mean focus, and $\lambda$, $C_s$ and $\varphi$ are held fixed across the spread. The error from fixing $\lambda$ can be sized once the cause of the spread is known.

Q: I want the Gaussian integral without a displaced contour that I must take on trust.

A: Use a differential equation. For
\begin{equation}
p(\varepsilon)=\frac{1}{\sqrt{2\pi}\,\Delta}
\exp\left(-\frac{\varepsilon^2}{2\Delta^2}\right),
\end{equation}
where $\Delta$ is the standard deviation, differentiation gives $\varepsilon p=-\Delta^2p'$. Hence
\begin{align}
\frac{d\Phi}{da}
&=i\int\varepsilon p\,e^{ia\varepsilon}\,d\varepsilon
=-i\Delta^2\int p'e^{ia\varepsilon}\,d\varepsilon\nonumber\\
&=-i\Delta^2\left(-ia\int p\,e^{ia\varepsilon}\,d\varepsilon\right)
=-a\Delta^2\Phi .
\end{align}
The third step is an integration by parts, whose boundary term vanishes. Normalization requires $\Phi(0)=1$. The solution is
\begin{equation}
\Phi(a)=e^{-a^2\Delta^2/2}.
\label{eq:gaussphi}
\end{equation}
It is real and positive. Putting $a=\pi\lambda q^2$ into \eqref{eq:general} yields
\begin{align}
\langle\sin\chi\rangle&=E_t(q)\sin\chi(q),\nonumber\\
E_t(q)&=\exp\left(-\frac12\pi^2\lambda^2\Delta^2q^4\right).
\label{eq:envelope}
\end{align}
This $E_t$ is the temporal-coherence envelope.

Q: Where exactly does the fourth power originate?

A: It is the square of a square. The phase error produced by a focus error is proportional to $q^2$, and the Gaussian exponent is proportional to the square of the phase error. The quantity $a\Delta=\pi\lambda\Delta q^2$ is the rms phase fluctuation in radians. When it is small, the images at different focus nearly agree and $E_t$ is close to one. When it is large, positive and negative fringes cancel.

For constant $\lambda$ and $\Delta$, doubling $q$ multiplies the exponent by 16. The envelope does not move the zeros of $\sin\chi$ or reverse its sign. It lowers the amplitude of a linear fringe but leaves its position alone.

Q: You chose the Gaussian. Does another distribution preserve the fourth power?

A: At low spatial frequency it does if the variance $\sigma^2$ is finite. With zero mean, expansion of the exponential gives
\begin{equation}
\Phi(a)=1-\frac12a^2\sigma^2+o(a^2),
\end{equation}
so the leading part of $-\ln|\Phi|$ is $\frac12\pi^2\lambda^2\sigma^2q^4$. At higher $q$ the shape matters.

A Lorentzian has no finite variance and breaks the rule even at low $q$. With half-width $\gamma$,
\begin{equation}
p(\varepsilon)=\frac{\gamma}{\pi(\varepsilon^2+\gamma^2)}
\quad\hbox{gives}\quad \Phi(a)=e^{-\gamma|a|}.
\end{equation}
The inverse transform confirms it:
\begin{align}
\frac1{2\pi}\int e^{-\gamma|a|}e^{-ia\varepsilon}\,da
&=\frac1\pi\operatorname{Re}\int_0^\infty e^{-(\gamma+i\varepsilon)a}\,da\nonumber\\
&=\frac1\pi\operatorname{Re}\frac1{\gamma+i\varepsilon}
=\frac{\gamma}{\pi(\gamma^2+\varepsilon^2)} .
\end{align}
Its exponent is $-\pi\lambda\gamma q^2$, a second power.

As a numerical test, I integrated both distributions with $\lambda=2.5079$ pm and a width parameter of 2.796 nm. The effective power between two frequencies is $\log_2[\ln|\Phi(2q)|/\ln|\Phi(q)|]$. Between 4 and 8 nm$^{-1}$ it came out as 4.0000 for the Gaussian and 2.0000 for the Lorentzian.

Q: If $E_t$ is tiny at some frequency, may I conclude that no fringe of that frequency can appear?

A: No. Equation \eqref{eq:linear} omits interference between two scattered beams. The focus-dependent part of their phase difference is $\pi\lambda\varepsilon(q_1^2-q_2^2)$. The same Gaussian average therefore damps their product by
\begin{equation}
D(q_1,q_2)=\exp\left[-\frac12\pi^2\lambda^2\Delta^2
(q_1^2-q_2^2)^2\right].
\label{eq:pair}
\end{equation}
With $q_2=0$ this reduces to $E_t(q_1)$. For the beams $+\mathbf q$ and $-\mathbf q$ it equals one. A change of focus alters both phases equally, so their interference survives.

Q: Show me the resulting fringe, with its size.

A: Take $\varphi=\varphi_0\cos(2\pi qx)$. To second order,
\begin{align}
e^{i\varphi}\simeq1-\frac{\varphi_0^2}{4}
&+i\varphi_0\cos(2\pi qx)\nonumber\\
&-\frac{\varphi_0^2}{4}\cos(4\pi qx),
\end{align}
where $\cos^2\beta=(1+\cos2\beta)/2$ was used. The beams at $\pm q$ have amplitude $i\varphi_0/2$, and those at $\pm2q$ have amplitude $-\varphi_0^2/8$. Three products contribute to the intensity coefficient at $+2q$:
\begin{align}
c_2&=\frac{i\varphi_0}{2}\left(\frac{i\varphi_0}{2}\right)^*
-\frac{\varphi_0^2}{8}\left\langle e^{-i\chi(2q)}+e^{i\chi(2q)}\right\rangle
\nonumber\\
&=\frac{\varphi_0^2}{4}\left[1-E_t(2q)\cos\chi(2q)\right].
\end{align}
The coefficient at $-2q$ is the same, so the cosine fringe has amplitude $2c_2$. In a perfect, steady lens at focus, $E_t=\cos\chi=1$ and the fringe vanishes, as it must for a pure phase object. Focal spread removes this cancellation.

For a numerical case take a 200 keV beam with $f=-5.0$ nm, $C_s=5.0$ $\mu$m and $\Delta=2.796$ nm. The grating has $\varphi_0=0.2$ rad and period 0.16 nm. At the half period, 0.08 nm, the linear envelope is 0.00268. The undamped term is nevertheless $\varphi_0^2/2=0.0200$ to leading order, or 0.01980 when the beam amplitudes are not expanded in $\varphi_0$.

A direct calculation passed the full grating through the lens at many energies and lens currents, then added the intensities. It gave 0.01985, and the expression with unexpanded amplitudes was tested against it to $10^{-5}$. A visible 0.08 nm fringe would thus be no proof of linear transfer at 0.08 nm.

Q: Does the same grating also upset the linear result at its full period?

A: Slightly. The direct amplitude was $-0.2656$, against $-0.2695$ from the linear formula, a reduction of about 1.5\% relative to the latter. The unscattered beam is weakened by the factor $1-\varphi_0^2/4$. The cubic term of the exponential weakens the first-order beam by $1-\varphi_0^2/8$. Together they lower the product by $3\varphi_0^2/8=0.015$, which accounts for the difference at this precision. Products of first- and second-order beams are of the same order in $\varphi_0$, but here the focal spread damps them so strongly that they hardly matter.

\section{From instrument fluctuations to an information limit}

Q: Before you attach numbers to an instrument, state what is being carried over.

A: The spatial frequency is $q$, the wavelength $\lambda$, the mean defocus $f$ and the spherical aberration $C_s$. The lens phase is $\chi=\pi\lambda fq^2+\frac{\pi}{2}C_s\lambda^3q^4$, with $f<0$ for underfocus. A focus error $\varepsilon$ adds $a\varepsilon$ to it, where $a=\pi\lambda q^2$. The averaged transfer is $|\Phi|\sin(\chi+\arg\Phi)$, with $\Phi(a)=\langle e^{ia\varepsilon}\rangle$. For a Gaussian of standard deviation $\Delta$, $\Phi$ becomes
\begin{equation}
E_t=\exp\left(-\frac12\pi^2\lambda^2\Delta^2q^4\right).
\label{eq:recall}
\end{equation}
This applies to linear contrast from a weak phase object.

For a weak phase object, a Gaussian focal spread $\Delta$ multiplies the linear transfer by $E_t$, whose exponent is proportional to $q^4$. It remains to obtain $\Delta$ from the fluctuations of an actual instrument and to find the spacing at which the information ends.
